# Magnetic-dipole and two-photon decay of the hydrogen-like 2S state, part 2

A hydrogen-like ion decays from 2S to 1S by one magnetic-dipole photon (M1) or two electric-dipole photons (2E1). To be proved:

(a) the Pauli one-photon amplitude, zero at long wavelength, is with retardation $-\tfrac12$ times the leading Dirac amplitude;
(b) $\Gamma_{M1}=4\alpha\omega R^2$ exactly, $\alpha x^{10}/972$ at leading order;
(c) $\Gamma_{2E1}=C\alpha^2x^6$ at leading order, $C=1.318223\times10^{-3}$;
(d) the leading rates are equal at $Z=42.6$; with Dirac M1, at $Z=41.5$.

**Conventions.** $\hbar=c=m=1$; rates are in $mc^2/\hbar=7.763441\times10^{20}\ \mathrm{s^{-1}}$; $e^2=4\pi\alpha$, $\alpha=7.2973526\times10^{-3}$, $x=Z\alpha$.

(A1) One electron, $V=-x/r$, point nucleus of infinite mass and zero spin, $x<\sqrt3/2$.
(A2) Lowest order in the photon field; no radiative corrections.
(A3) Coulomb gauge, $\mathbf A=\sum_{\mathbf k,\boldsymbol\epsilon}(2k\mathcal V)^{-1/2}\left[a\,\boldsymbol\epsilon\,e^{i\mathbf k\cdot\mathbf r}+a^\dagger\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r}\right]$, volume $\mathcal V$; Pauli $H=\tfrac12(\mathbf p-e\mathbf A)^2-\tfrac e2\boldsymbol\sigma\cdot\mathbf B+V$.

Labels 1, 2 mean 1S, 2S; $\omega=E_2-E_1$. Schrödinger: $\rho=xr$, $R_1=2x^{3/2}e^{-\rho}$, $R_2=\frac{x^{3/2}}{\sqrt2}(1-\frac\rho2)e^{-\rho/2}$, $\varepsilon_1=-x^2/2$, $\varepsilon_2=-x^2/8$, $\omega_0=3x^2/8$, $\langle O\rangle_S=\int R_1\,O\,R_2\,r^2dr$.

**Lemma 2.** $\langle1\rangle_S=0$, $\langle r^2\rangle_S=-\frac{512\sqrt2}{243\,x^2}$, $\langle p^2\rangle_S=\int R_1'R_2'\,r^2dr=\frac{8\sqrt2}{27}x^2$.

**Lemma 3.** Pauli: $R\to R_P=\tfrac{\omega_0}{2}\langle j_0(\omega_0r)\rangle_S=+\tfrac{\sqrt2}{108}x^4[1+O(x^2)]$.

**Lemma 4.** Dirac radial components $g$ (large), $f$ (small): $G=rg=r^\gamma e^{-\lambda r}\sum a_kr^k$, $F=rf=r^\gamma e^{-\lambda r}\sum b_kr^k$, $\int(G^2+F^2)dr=1$, $\gamma=\sqrt{1-x^2}$; $E_1=\gamma$, $\lambda_1=x$; $E_2=\sqrt{(1+\gamma)/2}$, $\lambda_2=x/\sqrt{2(1+\gamma)}$; both $b_0/a_0=x/(1+\gamma)$. For 2S, $u=\lambda_2a_0-(E_2+1)b_0$, $v=-\lambda_2u/(E_2+1)$, $a_1=\frac{(\gamma+2)u-xv}{2\gamma+1}$, $b_1=\frac{\gamma v+xu}{2\gamma+1}$. As $x\to0$ at fixed $\rho$, $g_n\to R_n$, $f_n\to-R_n'/2$. Integrals $\int G_aG_br^pdr$, $\int G_aF_br^pdr$, $\int F_aF_br^pdr$ equal $x^{-p}$, $x^{1-p}$, $x^{2-p}$ times functions analytic in $x^2$, with values at $x=0$ given by these limits. They are finite sums of
$$\int_0^\infty r^{2\gamma+s}e^{-\Lambda r}dr=\frac{\Gamma(2\gamma+s+1)}{\Lambda^{2\gamma+s+1}},\tag{2}$$
$\Lambda$ being the sum of the two exponents.

**Lemmas 1, 5.** $\Gamma_{M1}=4\alpha\omega R^2$, $R=\int S\,j_1(\omega r)\,r^2dr$, $S=g_1f_2+f_1g_2$, $D=g_1f_2-f_1g_2$, $j_1(z)=\sum_{k\ge0}\frac{(-1)^k(2k+2)}{(2k+3)!}z^{2k+1}$.

**Lemma 6.** With $\langle gg\rangle=\int g_1g_2r^2dr$, $\langle ff\rangle=\int f_1f_2r^2dr$, $\langle r^2\rangle=\int(g_1g_2+f_1f_2)r^4dr$, for $E_1\ne E_2$ in one central potential with vanishing boundary terms:
$$\langle gg\rangle=-\langle ff\rangle,\qquad\int Dr^3dr=-\frac\omega2\langle r^2\rangle,\qquad I\equiv\int Sr^3dr=-2\langle ff\rangle+\frac{\omega^2}4\langle r^2\rangle .$$
$$-3\langle gg\rangle+\langle ff\rangle=-2I-\omega\int Dr^3dr.\tag3$$

## Proof of parts (a) and (b)

The exact rate follows from Lemmas 1 and 5. Insert the series of $j_1$ into $R$:
$$R=\sum_{k\ge0}\frac{(-1)^k(2k+2)}{(2k+3)!}\,\omega^{2k+1}\int(G_1F_2+F_1G_2)\,r^{2k+1}dr.\tag4$$
Termwise integration is allowed: the series with absolute values is bounded by $e^{\omega r}$, the integrand decays as $e^{-(\lambda_1+\lambda_2)r}$, and $\omega<1-\gamma=x^2/(1+\gamma)<x=\lambda_1$. By Lemma 4 the $k$-th integral is at most of order $x^{-2k}$, and $\omega^{2k+1}\sim x^{4k+2}$, so the $k$-th term is at most of order $x^{2k+2}$. Hence
$$R=\frac\omega3I-\frac{\omega^3}{30}J+O(x^6),\qquad J=\int Sr^5dr .$$
By this counting $I$ could be of order $x^0$. Its limit is $-\tfrac12\int(R_1R_2)'r^3dr=\tfrac32\langle1\rangle_S=0$, which is the Pauli zero again. Lemma 6 delivers the surviving part without a relativistic expansion of the wave functions: both of its terms are already of order $x^2$, so each needs only its leading value. By Lemma 4, up to relative $O(x^2)$,
$$\langle ff\rangle\to\tfrac14\int R_1'R_2'r^2dr=\tfrac14\langle p^2\rangle_S,\qquad\langle r^2\rangle\to\langle r^2\rangle_S,\qquad J\to-\tfrac12\int(R_1R_2)'r^5dr=\tfrac52\langle r^2\rangle_S .$$
For the frequency, $\gamma=1-x^2/2+O(x^4)$ and $E_2=1-x^2/8+O(x^4)$ give $\omega=\omega_0[1+O(x^2)]$. Collecting,
$$R=\underbrace{-\frac{2\omega}3\langle ff\rangle}_{-\omega_0\langle p^2\rangle_S/6}\;+\underbrace{\frac{\omega^3}{12}\langle r^2\rangle}_{+\omega_0^3\langle r^2\rangle_S/12}\;\underbrace{-\frac{\omega^3}{30}J}_{-\omega_0^3\langle r^2\rangle_S/12}\;+O(x^6).\tag5$$
The last two terms cancel at order $x^4$. With Lemma 2,
$$R=-\frac16\cdot\frac{3x^2}8\cdot\frac{8\sqrt2}{27}x^2=-\frac{\sqrt2}{54}x^4,\qquad\Gamma_{M1}=4\alpha\cdot\frac{3x^2}8\cdot\frac{2x^8}{2916}=\frac{3\alpha x^{10}}{2916}=\frac{\alpha x^{10}}{972}.$$
This proves (b). The third term of (5) is the retardation term $R_P$ of Lemma 3, and $R_P/R=(1/108)/(-1/54)=-\tfrac12$, which completes (a). A rate built on $R_P$ alone would be one quarter of the leading Dirac rate. ∎

*Remark 3 (power counting).* The ten powers of $x$ have two sources. An allowed M1 rate is $4\alpha\omega(\omega/2)^2=\alpha\omega^3\sim\alpha x^6$, and orthogonality costs a factor $\langle p^2\rangle_S/3\sim x^2$ in the amplitude, $x^4$ in the rate.

*Remark 4 (meaning of the surviving term).* Equation (3) also holds when both states are the same, with $D=0$. Then $\langle gg\rangle=1-\langle ff\rangle$ and $I=\tfrac12(3-4\langle ff\rangle)$. For a probing field of wave number $k\to0$ the amplitude is $kI/3=\tfrac k2(1-\tfrac43\langle ff\rangle)$, to be compared with $k/2$ for a free electron with $g=2$. For 1S, $\langle ff\rangle=b_0^2/(a_0^2+b_0^2)=x^2/[(1+\gamma)^2+x^2]=(1-\gamma)/2$, so the bound-electron $g$ factor is $2(1+2\gamma)/3$, the Breit value. At leading order $\langle ff\rangle=\langle p^2\rangle/4$, so the moment of an S state is the expectation value of $\tfrac e2\boldsymbol\sigma(1-p^2/3)$. The decay amplitude $-\omega_0\langle p^2\rangle_S/6$ is the off-diagonal element of the same expression, once the two $\langle r^2\rangle$ terms of (5) have cancelled, and $p^2$, unlike 1, connects 2S with 1S.

*Remark 5 (other levels and potentials).* Lemmas 5 and 6 use no property of $V$ beyond spherical symmetry and the boundary terms. At leading order, $R=-\omega\langle p^2\rangle/6=\omega\langle V\rangle/3$ holds for any two S levels of a central potential in which $f\approx-g'/2$, that is, where $|E-1-V|\ll1$, provided also that $\omega r\ll1$, both over the region that carries the integrals. The second condition is what allows the series of $j_1(\omega r)$ to be cut off. In the Coulomb field $\omega r\sim x$, but in a wide shallow well it can fail for widely separated levels while the first condition holds. The number 972 is specific to the point Coulomb field and to 2S→1S.

*Remark 6 (size of the correction).* Each integral in (4) is a finite sum of terms (2), and the ratio of consecutive terms of (4) tends in magnitude to $[\omega/(\lambda_1+\lambda_2)]^2$ at large $k$. At $Z=26$ this limit is $0.0023$, while the first two ratios are $0.34$ and $0.0067$. The first is so large because the leading part of $I$ vanishes, which leaves the terms $k=0$ and $k=1$ both of order $x^4$. All Dirac values quoted below are sums of 22 terms in 30-digit arithmetic. By Lemma 4 the ratio of the exact to the leading rate is $1+cx^2+O(x^4)$ without logarithms. The quotient $(\text{ratio}-1)/x^2$ evaluated at $Z=1$, where it differs from $c$ by $O(\alpha^2)$, gives $c=1.068$.

## Lemma 7 (two-photon rate)

At leading order in $x$,
$$\frac{d\Gamma}{d\omega_1}=\frac{8\alpha^2}{27\pi}\,\omega_1^3\omega_2^3\,S_2^2,\qquad\Gamma_{2E1}=\frac12\int_0^{\omega_0}\frac{d\Gamma}{d\omega_1}d\omega_1,\qquad\omega_1+\omega_2=\omega_0,$$
$$S_2=\sum_n r_{1n}r_{n2}\Big[\frac1{\Delta_n+\omega_1}+\frac1{\Delta_n+\omega_2}\Big],\qquad\Delta_n=\varepsilon_n-\varepsilon_2,$$
where $n$ runs over all P levels, discrete and continuous, and $r_{1n},r_{n2}$ are radial integrals of $r$.

*Proof.* In the Pauli Hamiltonian put $e^{-i\mathbf k\cdot\mathbf r}\to1$ and drop the spin term. Each of these omitted couplings is smaller than $\mathbf A\cdot\mathbf p$ by one power of $x$, since $kr\sim x$ and $k/p\sim x$, and each has even parity while $\mathbf p$ is odd. One such vertex together with one $\mathbf p$ vertex cannot connect two S states, so the corrections to the amplitude begin at relative order $x^2$. The $\mathbf A^2$ term gives a first-order two-photon element proportional to $\boldsymbol\epsilon_1^*\cdot\boldsymbol\epsilon_2^*\langle1\rangle_S=0$. With its exponential retained, the term linear in $\mathbf r$ is odd and vanishes between S states, so this element begins at $(kr)^2\sim x^2$, while the second-order sum below is of order $p^2/\Delta_n\sim x^0$. In second order, when photon 1 is emitted first the intermediate state has energy $\varepsilon_n+\omega_1$ and the denominator is $\varepsilon_2-\varepsilon_n-\omega_1$. Adding the two orders of emission,
$$T=-\frac{e^2}{2\mathcal V\sqrt{\omega_1\omega_2}}\,\epsilon^*_{1i}\epsilon^*_{2j}\sum_{n}\left[\frac{\langle1|p_j|n\rangle\langle n|p_i|2\rangle}{\Delta_n+\omega_1}+\frac{\langle1|p_i|n\rangle\langle n|p_j|2\rangle}{\Delta_n+\omega_2}\right].$$
With $H_0=p^2/2+V$, $[H_0,r_i]=-ip_i$, so $p_i=i[H_0,r_i]$. Then $\langle1|p_j|n\rangle=-i(\Delta_n+\omega_0)\langle1|r_j|n\rangle$ and $\langle n|p_i|2\rangle=i\Delta_n\langle n|r_i|2\rangle$, and the product is $\Delta_n(\Delta_n+\omega_0)\langle1|r_j|n\rangle\langle n|r_i|2\rangle$. The function $\hat r_i$ is pure $l=1$, so only P levels enter, and the sum over their three sublevels is complete for it: it yields the average $\overline{\hat r_i\hat r_j}=\delta_{ij}/3$ times $r_{1n}r_{n2}$. With $\omega_0=\omega_1+\omega_2$,
$$\frac{\Delta(\Delta+\omega_1+\omega_2)}{\Delta+\omega_1}=\Delta+\frac{\Delta\,\omega_2}{\Delta+\omega_1}=\Delta+\omega_2-\frac{\omega_1\omega_2}{\Delta+\omega_1},$$
and likewise with $1\leftrightarrow2$. The polynomial parts add to $2\Delta+\omega_0=(\varepsilon_n-\varepsilon_2)+(\varepsilon_n-\varepsilon_1)$. Their contribution is, by completeness and for one Cartesian component $z$,
$$\langle1|z[H_0,z]|2\rangle-\langle1|[H_0,z]z|2\rangle=\langle1|[z,-ip_z]|2\rangle=\langle1|2\rangle=0 .$$
What remains is $T=+\dfrac{e^2\sqrt{\omega_1\omega_2}}{2\mathcal V}\,(\boldsymbol\epsilon_1^*\cdot\boldsymbol\epsilon_2^*)\dfrac{S_2}3$.

The polarization sum is the trace of two transverse projectors,
$$\sum|\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2|^2=(\delta_{ij}-\hat k_{1i}\hat k_{1j})(\delta_{ij}-\hat k_{2i}\hat k_{2j})=3-1-1+\cos^2\theta ,$$
with $\theta$ the angle between the photons. Its average is $4/3$, so the two solid-angle integrals give $(4\pi)^2\cdot\tfrac43$. The golden rule with $\mathcal V^2d^3k_1d^3k_2/(2\pi)^6$, after the delta function removes the $\omega_2$ integral, gives
$$\frac{d\Gamma}{d\omega_1}=\frac{2\pi}{(2\pi)^6}\,\omega_1^2\omega_2^2\cdot(4\pi\alpha)^2\frac{\omega_1\omega_2}4\frac{S_2^2}9\cdot16\pi^2\cdot\frac43 .$$
The numerical factor is $\dfrac{2\cdot16\cdot16\cdot4}{64\cdot4\cdot9\cdot3\,\pi}=\dfrac{2048}{6912\,\pi}=\dfrac8{27\pi}$. Integration over all $\mathbf k_1$ and $\mathbf k_2$ counts each two-photon state twice, which is the origin of the factor $\tfrac12$. ∎

*Remark 7.* All P levels have $\Delta_n\ge0$, so no denominator vanishes inside the interval. The degenerate 2P level contributes $1/\omega_1+1/\omega_2$ times the nonzero product $r_{1n}r_{n2}$ of its radial integrals, so $S_2\propto1/\omega_1$ at the edge $\omega_1\to0$ and the spectrum goes to zero linearly there.

## Proof of part (c)

With $r=\rho/x$, $H_0=x^2(-\tfrac12\nabla_\rho^2-1/\rho)$. Put $\omega_i=x^2w_i$ with $w_1+w_2=3/8$. Two lengths over one energy give $S_2=x^{-4}s(w_1)$, where $s$ is independent of $x$. The factors $\omega_1^3\omega_2^3d\omega_1$ supply $x^{14}$ and $S_2^2$ supplies $x^{-8}$, so
$$\Gamma_{2E1}=C\alpha^2x^6,\qquad C=\frac4{27\pi}\int_0^{3/8}w_1^3w_2^3\,s^2\,dw_1 .$$
The sum in $s$ is the matrix element of the resolvent $(h+\tfrac18+w)^{-1}$ of the P-wave radial operator $h=-\tfrac12d^2/d\rho^2+1/\rho^2-1/\rho$. It is evaluated in the Sturmian basis $\phi_k=\rho^2e^{-\rho/2}L_k^{(3)}(\rho)$, which is discrete and represents bound and continuum levels together. Differentiating twice,
$$\phi_k''=e^{-\rho/2}\left[\rho^2L''+(4\rho-\rho^2)L'+(2-2\rho+\rho^2/4)L\right],$$
and the Laguerre equation $\rho L''+(4-\rho)L'=-kL$ turns this into $\phi_k''=[\tfrac14+2/\rho^2-(k+2)/\rho]\phi_k$. Hence $h\phi_k=[-\tfrac18+k/(2\rho)]\phi_k$, and $\phi_0$ is the exact 2P function. The matrices of $1$ and $1/\rho$ and the dipole integrals with $\rho R_1$ and $\rho R_2$ are polynomials times exponentials, which Gauss–Laguerre quadrature integrates exactly. The generalized eigenvalue problem for $h$ in the basis $k=0,\dots,29$ gives 30 levels that replace the sum over $n$. An estimate of the convergence comes from the part of the resolvent solution that decays as $e^{-\kappa\rho}$ with $\kappa=\sqrt{1/4+2w}\le1$. The generating function $\sum_kt^kL_k^{(3)}=(1-t)^{-4}e^{-t\rho/(1-t)}$ shows that such an exponential has expansion coefficients $t^k$ with $t=(\kappa-\tfrac12)/(\kappa+\tfrac12)\le\tfrac13$. The $w_1$ integral is done by 24-point Gauss–Legendre quadrature. The result is
$$C=1.318223\times10^{-3},\qquad C\alpha^8\,\frac{mc^2}\hbar=8.229\ \mathrm{s^{-1}} .$$
For orientation, at equal photon energies $s=-47.122$. A spectrum flat at that height would give $\tfrac4{27\pi}\cdot\tfrac38\cdot(3/16)^6\cdot47.122^2=1.71\times10^{-3}$, the same size as $C$, while the true spectrum falls to zero at both edges. ∎

## Proof of part (d)

The ratio of the leading rates is $x^4/(972\,\alpha C)$. It equals 1 at
$$x^4=972\times7.2973526\times10^{-3}\times1.318223\times10^{-3}=9.3502\times10^{-3},\qquad x=0.31096,\qquad Z=x/\alpha=42.61 .$$
The M1 process has one vertex fewer, which gains a factor $1/\alpha$, and loses $x^4$ to orthogonality; the crossing is where these balance against the numbers 972 and $C$. At this point $x^2$ is near $0.1$, so the neglected terms matter. The rates near the crossing are, in $10^{10}\ \mathrm{s^{-1}}$:

| $Z$ | M1 leading | M1 Dirac | 2E1 leading | Dirac M1 / 2E1 |
|---|---|---|---|---|
| 40 | 2.617 | 2.875 | 3.371 | 0.853 |
| 41 | 3.350 | 3.698 | 3.909 | 0.946 |
| 42 | 4.263 | 4.730 | 4.517 | 1.047 |
| 43 | 5.394 | 6.015 | 5.202 | 1.156 |

With leading rates the first integer at which M1 is the larger is $Z=43$; with the Dirac M1 rate it is $Z=42$. Treating $Z$ as continuous and solving $\Gamma_{M1}=C\alpha^2x^6$ by Brent's method gives $Z=41.54$, where $x^2=0.0919$. The first correction accounts for most of the shift: the condition $(Z/42.61)^4(1+cx^2)=1$ with $cx^2=1.068\times0.0919=0.0981$ gives $Z=42.613\times1.0981^{-1/4}=41.63$, and the remainder comes from the $O(x^4)$ terms of the M1 ratio, the only thing omitted.

If the 2E1 rate is multiplied by a factor $1+\delta$, the crossing moves by $\delta Z\approx Z\ln(1+\delta)/\nu$, where $\nu=d\ln(\Gamma_{M1}/\Gamma_{2E1})/d\ln Z$. A central difference over $\pm0.1\%$ in $Z$ gives $\nu=4.21$ at the crossing, against 4 at leading order. For $\delta=-0.10$, an illustrative value of the size of $x^2$, the formula gives $41.54\times(-0.1054)/4.21=-1.04$, and direct solution gives $Z=40.5$. Neither the sign nor the coefficient of the relativistic 2E1 correction is determined here. What is established is a crossing at $41.5$ in the mixed approximation, movable by about one unit if that coefficient is of order one. ∎

*Remark 8 (what the model leaves out).* A third channel, E1 decay to $2P_{1/2}$, opens, for the point nucleus of (A1), only through the radiative splitting of the $n=2$, $j=\tfrac12$ levels. Taking that splitting to be of order $\alpha x^4$, an input not derived here, the rate scales as $\alpha(\alpha x^4)^3x^{-2}=\alpha^4x^{10}$, a factor of order $\alpha^3$ below M1 up to numerical factors and logarithms; these factors are not small, since the M1 coefficient $1/972$ alone raises the ratio by about $10^3$. Nuclear recoil, nuclear size, hyperfine structure and radiative corrections to the amplitudes are excluded by (A1) and (A2). External fields are excluded as well: an electric field mixes 2S with 2P and opens allowed E1 decay, and the comparison then no longer describes the lifetime. The condition $x<\sqrt3/2$ in (A1) lets normalization alone exclude the second exponent at the origin. The first-order form $1+cx^2$ of Remark 6 loses accuracy well below that bound: compared with (4), it is low by about $3\%$ at $Z=60$ and $10\%$ at $Z=80$.

## Example: hydrogen-like iron

Take $\mathrm{Fe}^{25+}$, $Z=26$, as a Dirac electron bound to a point nucleus, with the 2E1 rate at leading order. Then $x=0.1897312$, $x^2=0.035998$ and $\gamma=0.9818361$. Lemma 4 gives $E_1=0.98183608$ and $E_2=\sqrt{1.98183608/2}=0.99544866$, so
$$\omega=1.3612584\times10^{-2}=6956\ \mathrm{eV},$$
against $\omega_0=3x^2/8=1.3499218\times10^{-2}$.

Formula (2) gives the integrals $\langle ff\rangle=3.800529\times10^{-3}$, $\langle r^2\rangle=-81.85236$, $I=-1.139292\times10^{-2}$ and $J=-206.3665$. The leading values of the first two are $\tfrac{2\sqrt2}{27}x^2=3.771\times10^{-3}$ and $-2.97974/x^2=-82.78$, and $J/\langle r^2\rangle=2.521$ where the limit is $5/2$. Lemma 6 reads
$$-2\langle ff\rangle+\tfrac14\omega^2\langle r^2\rangle=-7.601058\times10^{-3}-3.79186\times10^{-3}=-1.139292\times10^{-2}.$$
The three terms of (5) are
$$-\tfrac23\omega\langle ff\rangle=-3.449001\times10^{-5},\qquad\tfrac1{12}\omega^3\langle r^2\rangle=-1.720567\times10^{-5},\qquad-\tfrac1{30}\omega^3J=+1.735160\times10^{-5}.$$
The second and third leave $+1.46\times10^{-7}$, which is $0.85\%$ of the second and belongs to order $x^6$. The three terms sum to $-3.434408\times10^{-5}$. The full series (4) gives $R=-3.446017\times10^{-5}$, so its terms with $k\ge2$ contribute $-1.16\times10^{-7}$, or $0.3\%$ of $R$. The leading formula gives $-0.026189\,x^4=-3.393720\times10^{-5}$.

The Dirac rate is
$$\Gamma_{M1}=4\alpha\,\omega R^2=0.02918941\times1.3612584\times10^{-2}\times1.187503\times10^{-9}=4.71847\times10^{-13},$$
or $3.663\times10^8\ \mathrm{s^{-1}}$. The leading rate is $\alpha x^{10}/972=4.53822\times10^{-13}$, or $3.523\times10^8\ \mathrm{s^{-1}}$. Their ratio $1.0397$ is the product of $\omega/\omega_0=1.0084$ and the squared amplitude ratio $(3.446017/3.393720)^2=1.0311$; the first-order estimate is $1+1.068\times0.0360=1.0384$. The leading formula is therefore low by $3.8\%$ relative to the Dirac rate.

The two-photon rate is $C\alpha^2x^6=1.318223\times10^{-3}\times5.325135\times10^{-5}\times4.6648\times10^{-5}=3.2746\times10^{-12}$, or $2.542\times10^9\ \mathrm{s^{-1}}$. From these two channels the M1 branching fraction is $3.663/(3.663+25.42)=0.126$ and the lifetime is $1/(2.9085\times10^9\ \mathrm{s^{-1}})=3.44\times10^{-10}\ \mathrm s$. The 2E1 rate carries an uncomputed relative correction of order $x^2\approx0.04$, so, if the coefficient of that correction is of order one, the model supports a fraction between about $0.12$ and $0.13$ and a lifetime of about $3.4\times10^{-10}$ s, the latter uncertain by about one unit in its second figure. About one decay in eight gives a single photon near 7 keV. For $Z=1$ in the same model, the Dirac M1 rate is $2.4959\times10^{-6}\ \mathrm{s^{-1}}$, which is $3.03\times10^{-7}$ of the two-photon rate $8.229\ \mathrm{s^{-1}}$.
